\section*{The Slater-Koster table from rotation matrices, with the swap sign, part 1}

(Sections cited here and not found follow in the second part.)

\section{The rotation sum and the swap rule}

\subsection{What symmetry leaves free}

A matrix element between an orbital of angular momentum $l$ on one atom and an orbital of angular momentum $l'$ on another depends on the direction of the bond. The block has $(2l+1)(2l'+1)$ elements, so a p-d block consists of 15 functions of direction. Symmetry removes nearly all of this freedom. When the Hamiltonian is built from the two atoms alone, rotating the bond and both orbitals together changes no matrix element. The block for any direction therefore follows from the block for a bond along $z$. For that one bond, rotations about $z$ forbid any element between different values of the angular momentum component $\mu$ along the bond, and a reflection in a plane containing the bond makes the elements for $\mu$ and $-\mu$ equal. What remains is one number for each $|\mu|=0,1,\dots,\min(l,l')$. A p-d block is fixed by two numbers and a d-d block by three.

These numbers are the bond integrals, called $\sigma$, $\pi$ and $\delta$ for $|\mu|=0,1,2$. The dependence on direction can come only from the two rotations that turn the orbitals, one matrix $D^l$ and one matrix $D^{l'}$. The answer must be a sum over $\mu$ of products of these two matrices.

\subsection{Setting and statement}

Species A carries orbitals $\phi^A_{lm}(\mathbf r)=f^A_l(r)Y_{lm}(\hat{\mathbf r})$ with real radial functions, and species B likewise. The $Y_{lm}$ are spherical harmonics with the Condon-Shortley phase, for which
\begin{equation}
Y_{lm}^*=(-1)^mY_{l,-m}.
\label{eq:conj}
\end{equation}
Write $|A\,lm;\mathbf a\rangle$ for the orbital $\phi^A_{lm}(\mathbf r-\mathbf a)$, and $H(\mathbf a,\mathbf b)$ for the Hamiltonian when A sits at $\mathbf a$ and B at $\mathbf b$. Two assumptions are made.

(i) \emph{Two centres.} For every translation, rotation, reflection or inversion $S$ of space, with operator $(\hat S\psi)(\mathbf r)=\psi(S^{-1}\mathbf r)$,
\begin{equation}
\hat S\,H(\mathbf a,\mathbf b)\,\hat S^{-1}=H(S\mathbf a,S\mathbf b).
\label{eq:cov}
\end{equation}
(ii) \emph{Reality.} $H$ is Hermitian, acts on functions without spin, and commutes with complex conjugation.

Both hold for $H=-\tfrac12\nabla^2+v_A(|\mathbf r-\mathbf a|)+v_B(|\mathbf r-\mathbf b|)$ with real $v_A$, $v_B$. They hold also for $H=1$, so everything below applies to overlap matrices too.

Let the bond have length $R$ and unit direction $\mathbf n$. The block and the bond integrals are
\begin{align}
E^{AB}_{mm'}(\mathbf n)&=\langle A\,lm;\mathbf 0|H(\mathbf 0,R\mathbf n)|B\,l'm';R\mathbf n\rangle,\label{eq:E}\\
V^{AB}_{ll'\mu}&=\langle A\,l\mu;\mathbf 0|H(\mathbf 0,R\hat{\mathbf z})|B\,l'\mu;R\hat{\mathbf z}\rangle .\label{eq:V}
\end{align}
The first species label and the first angular momentum belong to the orbital at the origin. The second ones belong to the orbital at the head of the bond vector. In $V^{BA}_{l'l\mu}$ atom B is at the origin and atom A at $R\hat{\mathbf z}$, in the Hamiltonian as well as in the orbitals.

\paragraph{Theorem.} Let $g$ be any rotation with $g\hat{\mathbf z}=\mathbf n$ and $D^l$ its matrix in the harmonics of degree $l$. Under (i) and (ii),
\begin{equation}
E^{AB}_{mm'}(\mathbf n)=\sum_{\mu=-\min(l,l')}^{\min(l,l')}D^l_{m\mu}(g)\,D^{l'}_{m'\mu}(g)^*\,V^{AB}_{ll'|\mu|},
\label{eq:main}
\end{equation}
where the $V$ are real, and
\begin{equation}
V^{BA}_{l'l\mu}=(-1)^{l+l'}\,V^{AB}_{ll'\mu}.
\label{eq:swap}
\end{equation}

\subsection{Two lemmas}

The rotation matrices are defined by
\begin{equation}
Y_{l\mu}(g^{-1}\hat{\mathbf r})=\sum_mY_{lm}(\hat{\mathbf r})\,D^l_{m\mu}(g).
\label{eq:D}
\end{equation}
They are unitary, because a rotation preserves the inner product on the sphere. If $\mathbf n$ has polar angle $\theta$ and azimuth $\varphi$, one may take $g$ as a rotation by $\gamma$ about $z$, then by $\theta$ about $y$, then by $\varphi$ about $z$. In terms of the angular momentum matrices,
\begin{equation}
D^l(g)=e^{-i\varphi J_z}\,e^{-i\theta J_y}\,e^{-i\gamma J_z}.
\label{eq:euler}
\end{equation}
Here $J_z$ is diagonal with entries $m$, and $J_y=(J_+-J_+^\dagger)/2i$, where the only nonzero elements of $J_+$ are $(J_+)_{m+1,m}=\sqrt{l(l+1)-m(m+1)}$. This is enough to compute $D^l$ for any $l$.

\paragraph{Lemma 1 (rotated orbitals).} If $g\hat{\mathbf z}=\mathbf n$, then
\begin{equation}
\hat g\,|B\,l'\mu;R\hat{\mathbf z}\rangle=\sum_{m'}|B\,l'm';R\mathbf n\rangle D^{l'}_{m'\mu}(g),
\label{eq:rot}
\end{equation}
and the same relation holds for an orbital of A at the origin, which stays there.

\emph{Proof.} The rotated function is $\phi^B_{l'\mu}(g^{-1}\mathbf r-R\hat{\mathbf z})$. Since $\hat{\mathbf z}=g^{-1}\mathbf n$, its argument equals $g^{-1}(\mathbf r-R\mathbf n)$. The radial function depends on the length of this vector, which is $|\mathbf r-R\mathbf n|$. The angular function is expanded by (\ref{eq:D}). Setting $R=0$ gives the statement for the origin. $\square$

\paragraph{Lemma 2 (bond along $z$).} The matrix
\[
W_{\mu\mu'}=\langle A\,l\mu;\mathbf 0|H(\mathbf 0,R\hat{\mathbf z})|B\,l'\mu';R\hat{\mathbf z}\rangle
\]
vanishes for $\mu\neq\mu'$. Its remaining elements are real, and those for $\mu$ and $-\mu$ are equal.

\emph{Proof.} A rotation by $\alpha$ about $z$ leaves both sites in place, so by (\ref{eq:cov}) it commutes with $H$. It multiplies $Y_{l\mu}$ by $e^{-i\mu\alpha}$. The factor from the left orbital is conjugated in the matrix element, so
\begin{equation}
W_{\mu\mu'}=e^{i(\mu-\mu')\alpha}\,W_{\mu\mu'}\qquad\text{for every }\alpha .
\end{equation}
This forces $W_{\mu\mu'}=0$ unless $\mu=\mu'$.

The reflection $y\to-y$ also leaves both sites in place. It reverses the azimuth, and since the azimuth enters $Y_{l\mu}$ through $e^{i\mu\varphi}$ with a real prefactor, it turns $Y_{l\mu}$ into $Y_{l\mu}^*=(-1)^\mu Y_{l,-\mu}$. The two signs, one from each orbital, multiply to $(-1)^{2\mu}=1$, and $W_{\mu\mu}=W_{-\mu,-\mu}$.

Complex conjugation likewise maps $Y_{l\mu}$ to $(-1)^\mu Y_{l,-\mu}$, but it conjugates the matrix element: for real $H$, $\langle\psi^*|H|\chi^*\rangle=\langle\psi|H|\chi\rangle^*$. Hence $W_{-\mu,-\mu}=W_{\mu\mu}^*$. Together the two relations give $W_{\mu\mu}=W_{\mu\mu}^*$. $\square$

The three parts use different properties. If the reflection were lost while the axial rotation and reality survived, $\mu$ would still be conserved, but the element for $-\mu$ would only be the complex conjugate of that for $\mu$, and neither would have to be real. If reality were lost as well, $\mu$ and $-\mu$ would need independent integrals. If the axial rotation is lost, the proof that $W_{\mu\mu'}$ vanishes for $\mu\neq\mu'$ fails, $\sigma$, $\pi$ and $\delta$ can mix, and a table of this kind need not exist.

\subsection{Proof of the rotation sum}

Apply $\hat g$ to both orbitals and to $H$ in $W_{\mu\mu'}$. A unitary operator does not change the matrix element. By (\ref{eq:cov}) the Hamiltonian becomes $H(\mathbf 0,R\mathbf n)$, and by Lemma 1
\begin{equation}
W_{\mu\mu'}=\sum_{mm'}D^l_{m\mu}(g)^*\,E^{AB}_{mm'}(\mathbf n)\,D^{l'}_{m'\mu'}(g).
\end{equation}
In matrix form this is $W=D^{l\dagger}E\,D^{l'}$. Multiplying by $D^l$ from the left and by $D^{l'\dagger}$ from the right, and using unitarity, gives $E=D^l\,W\,D^{l'\dagger}$, that is,
\begin{equation}
E^{AB}_{mm'}=\sum_{\mu\mu'}D^l_{m\mu}\,W_{\mu\mu'}\,D^{l'*}_{m'\mu'} .
\end{equation}
Lemma 2 replaces $W_{\mu\mu'}$ by $\delta_{\mu\mu'}V^{AB}_{ll'|\mu|}$, and (\ref{eq:main}) follows.

The rotation $g$ is not unique, since $\gamma$ in (\ref{eq:euler}) is free. It enters $D^l_{m\mu}$ as $e^{-i\mu\gamma}$ and $D^{l'*}_{m'\mu}$ as $e^{+i\mu\gamma}$, so it cancels in every term. The block depends on the bond direction alone. $\square$

\subsection{Proof of the swap rule}

Let $\hat J$ be inversion through the midpoint of the bond, $(\hat J\psi)(\mathbf r)=\psi(R\hat{\mathbf z}-\mathbf r)$. It exchanges the two sites. Because $Y_{lm}(-\hat{\mathbf r})=(-1)^lY_{lm}(\hat{\mathbf r})$,
\begin{align}
\hat J\,|A\,l\mu;\mathbf 0\rangle&=(-1)^l\,|A\,l\mu;R\hat{\mathbf z}\rangle,\\
\hat J\,|B\,l'\mu;R\hat{\mathbf z}\rangle&=(-1)^{l'}\,|B\,l'\mu;\mathbf 0\rangle .
\end{align}
In the second line the argument of the orbital changes from $\mathbf r-R\hat{\mathbf z}$ to $(R\hat{\mathbf z}-\mathbf r)-R\hat{\mathbf z}=-\mathbf r$. By (\ref{eq:cov}) the Hamiltonian becomes $H(R\hat{\mathbf z},\mathbf 0)$, with A at the head of the bond and B at the origin. Therefore
\begin{align}
V^{AB}_{ll'\mu}&=(-1)^{l+l'}\langle A\,l\mu;R\hat{\mathbf z}|H(R\hat{\mathbf z},\mathbf 0)|B\,l'\mu;\mathbf 0\rangle\nonumber\\
&=(-1)^{l+l'}\langle B\,l'\mu;\mathbf 0|H(R\hat{\mathbf z},\mathbf 0)|A\,l\mu;R\hat{\mathbf z}\rangle^*\nonumber\\
&=(-1)^{l+l'}\,V^{BA}_{l'l\mu}.
\end{align}
The second line uses Hermiticity. The third uses the definition of $V^{BA}$ and its reality. Multiplying by $(-1)^{l+l'}$, whose square is 1, gives (\ref{eq:swap}). $\square$

\paragraph{Remark (where the sign comes from).} Take an s and a p$_z$ orbital. With p$_z$ at the origin and s at $R\hat{\mathbf z}$, the positive lobe of p$_z$ points at the s orbital. With s at the origin and p$_z$ at $R\hat{\mathbf z}$, the negative lobe does. Both atoms use the same $z$ axis, so exchanging them turns the other lobe towards the neighbour.

\paragraph{Remark (unlike atoms).} The species labels travel with the angular momenta. For like atoms they can be dropped, and $V_{l'l\mu}=(-1)^{l+l'}V_{ll'\mu}$. For unlike atoms $V^{AB}_{dp\sigma}$ involves the d orbital of A and the p orbital of B, whereas $V^{AB}_{pd\sigma}$ involves the p orbital of A and the d orbital of B. These are different integrals, and symmetry does not relate them.

\subsection{One entry directly from the products}

The element between p$_z$ and d$_{z^2}$ has $m=m'=0$, so only the row $D^l_{0\mu}$ is needed. Evaluate (\ref{eq:D}) at the pole $\hat{\mathbf r}=\hat{\mathbf z}$. There $Y_{lm}$ vanishes unless $m=0$, and $Y_{l0}=\sqrt{(2l+1)/4\pi}$. This gives
\begin{equation}
D^l_{0\mu}(g)=\sqrt{\frac{4\pi}{2l+1}}\;Y_{l\mu}(g^{-1}\hat{\mathbf z}).
\end{equation}
With $\gamma=0$, $g^{-1}\hat{\mathbf z}=(-\sin\theta,0,\cos\theta)$, which has polar angle $\theta$ and azimuth $\pi$. The harmonics needed are $Y_{1,\pm1}=\mp\sqrt{3/8\pi}\,\sin\theta\,e^{\pm i\varphi}$ and $Y_{2,\pm1}=\mp\sqrt{15/8\pi}\,\sin\theta\cos\theta\,e^{\pm i\varphi}$. At azimuth $\pi$ the exponential is $-1$, so
\begin{align}
D^1_{00}&=\cos\theta, & D^1_{0,\pm1}&=\pm\tfrac{1}{\sqrt2}\sin\theta,\\
D^2_{00}&=\tfrac12(3\cos^2\theta-1), & D^2_{0,\pm1}&=\pm\sqrt{\tfrac32}\,\sin\theta\cos\theta .
\end{align}
The terms $\mu=1$ and $\mu=-1$ are equal, because the two minus signs multiply to plus. Each is $\tfrac{1}{\sqrt2}\sqrt{\tfrac32}\,\sin^2\theta\cos\theta=\tfrac{\sqrt3}{2}\sin^2\theta\cos\theta$. Hence
\begin{equation}
E_{z,z^2}=\tfrac12\cos\theta\,(3\cos^2\theta-1)\,V_{pd\sigma}+\sqrt3\,\sin^2\theta\cos\theta\,V_{pd\pi}.
\label{eq:zz2}
\end{equation}
For a bond along $z$ the $\pi$ term vanishes and $E_{z,z^2}=V_{pd\sigma}$. For a bond in the $xy$ plane the whole element vanishes: reflection in that plane keeps the bond in place and changes the sign of p$_z$ but not of d$_{z^2}$.

\section{The p-d and d-d tables}

\subsection{Symbols and results carried over}

An orbital of species A with angular momentum $l$ sits at the origin, and one of species B with $l'$ sits at $R\mathbf n$. The rotation $g$ takes $\hat{\mathbf z}$ to $\mathbf n$, and $D^l$ is its matrix in the harmonics $Y_{lm}$. The integrals $V^{AB}_{ll'\mu}$ are real and belong to a bond along $z$. The first half showed that
\begin{equation}
E^{AB}=D^l\,W\,D^{l'\dagger},\qquad W_{\mu\mu'}=\delta_{\mu\mu'}V^{AB}_{ll'|\mu|},
\label{eq:recap}
\end{equation}
and that $V^{BA}_{l'l\mu}=(-1)^{l+l'}V^{AB}_{ll'\mu}$. This holds for a two-centre, real, spinless Hamiltonian. The direction cosines are now written $\mathbf n=(x,y,z)$, with $x^2+y^2+z^2=1$.

This part has proved the rotation sum, which gives the block for any bond direction from the bond integrals along $z$, and the swap rule for exchanging the two atoms. It remains to pass to real orbitals, derive the full p-d and d-d tables, and check them on reversed bonds and a numerical example.
